# Transmission through a single modified bond in a chain

## Problem

An infinite chain has one orbital per site. The orbitals are orthogonal, all site energies are zero, and neighbouring sites are coupled by $H_{n,n+1}=H_{n+1,n}=-t$ with $t>0$. One bond is different: between sites 0 and 1 the matrix element is $-t'$, with $t'$ real and nonzero. Electrons do not interact and keep their phase coherence. A wave arrives from the left.

1. Treat sites 0 and 1 as the device and the rest of the chain as two leads. Relate the wave amplitudes on the two sites to the device Green function (the Fisher-Lee relations), and from them obtain the Caroli formula for the transmission probability $T$.
2. Show that at the band centre, $E=0$,
$$T=\frac{4t^2t'^2}{(t^2+t'^2)^2}.$$
3. What does strengthening the bond do to the transmission? Compare $t'=2t$ with $t'=t/2$, and find a quantity that tells the two cases apart.
4. Evaluate the results for $t=1.5$ eV with $t'=0.75$ and $3.0$ eV.

The algebra uses atomic units, so $\hbar=1$. The symbol $k$ is the wave number times the lattice spacing, and velocities are in sites per unit time.

## Hints

**Hint 1.** In the uniform chain $E=-2t\cos k$. For $0<k<\pi$ the velocity $v=dE/dk=2t\sin k$ is positive, so $e^{ikn}$ moves to the right.

**Hint 2.** Write the Schrödinger equation on sites 0 and 1 only. Use the known form of the waves to eliminate $\psi_{-1}$ and $\psi_2$. The incoming wave then appears as a source term.

**Hint 3.** At the band centre $k=\pi/2$, so $e^{ik}=i$.

**Hint 4.** For part 3, look at the sign of the reflection amplitude, and at the two energy levels of the isolated pair of sites.

## Solution

### 1. From waves to Green functions

Let the scattering state be
$$\psi_n=e^{ikn}+r\,e^{-ikn}\quad(n\le 0),\qquad \psi_n=\tau\,e^{ikn}\quad(n\ge 1).$$

On site 0 the Schrödinger equation is $E\psi_0=-t\psi_{-1}-t'\psi_1$. Since $\psi_0=1+r$, we can replace $r$ by $\psi_0-1$:
$$\psi_{-1}=e^{-ik}+(\psi_0-1)e^{ik}=e^{ik}\psi_0-2i\sin k .$$
Inserting this and using $2t\sin k=v$ gives
$$(E+te^{ik})\psi_0+t'\psi_1=iv .$$

On site 1, $E\psi_1=-t'\psi_0-t\psi_2$ with $\psi_2=e^{ik}\psi_1$, so
$$t'\psi_0+(E+te^{ik})\psi_1=0 .$$

Each lead has therefore been replaced by an energy-dependent term $\Sigma=-te^{ik}$ on the site it touches. This is the lead self-energy. It can also be written $\Sigma=t^2g$, where $g$ is the retarded Green function on the end site of a half-infinite lead. For the right lead, site 1 drives the end site with a source $-t\psi_1$, so $\psi_2=-tg\,\psi_1$, and the term $-t\psi_2$ in the equation for site 1 becomes $t^2g\,\psi_1$. To see that the two agree, remove the end site: what remains is the same lead, which acts back on the end site through $t^2g$. Hence
$$g=\frac{1}{E-t^2g},\qquad t^2g^2-Eg+1=0,\qquad g=\frac{E-i\sqrt{4t^2-E^2}}{2t^2}.$$
The retarded root has a negative imaginary part, because $-\mathrm{Im}\,g/\pi$ is a density of states. With $E=-2t\cos k$ it gives $t^2g=-t\cos k-it\sin k=-te^{ik}$, as required.

Define the device Green function by
$$G=\begin{pmatrix}A&t'\\t'&A\end{pmatrix}^{-1},\qquad A=E-\Sigma .$$
The off-diagonal elements are $+t'$ because the matrix contains $-H$. The two site equations say that this matrix, acting on $(\psi_0,\psi_1)$, gives $(iv,0)$. Therefore
$$1+r=\psi_0=iv\,G_{00},\qquad \tau e^{ik}=\psi_1=iv\,G_{10}.$$
These are the Fisher-Lee relations for this chain.

The incident and transmitted waves have the same velocity, so the ratio of their currents is $T=|\tau|^2=v^2|G_{10}|^2$. The broadening due to each lead is
$$\Gamma=i(\Sigma-\Sigma^*)=-2\,\mathrm{Im}\,\Sigma=2t\sin k=v .$$
As matrices, $\Gamma_L=\mathrm{diag}(v,0)$ and $\Gamma_R=\mathrm{diag}(0,v)$. The trace below then has a single nonzero term, $v\,G_{01}\,v\,G_{01}^*$, and $G_{01}=G_{10}$ because the inverted matrix is symmetric. Thus
$$T=\mathrm{Tr}\,[\Gamma_LG\Gamma_RG^\dagger]=v^2|G_{10}|^2,$$
which is the Caroli formula.

### 2. The band centre

Inverting the two-by-two matrix gives
$$G_{00}=\frac{A}{A^2-t'^2},\qquad G_{10}=\frac{-t'}{A^2-t'^2}.$$
At $E=0$ we have $\Sigma=-it$, $A=it$, $A^2=-t^2$ and $v=2t$. The two minus signs in $G_{10}$ cancel:
$$G_{10}=\frac{-t'}{-(t^2+t'^2)}=\frac{t'}{t^2+t'^2},\qquad T=(2t)^2G_{10}^2=\frac{4t^2t'^2}{(t^2+t'^2)^2}.$$

The reflection amplitude follows from $G_{00}=-it/(t^2+t'^2)$:
$$r=2it\,G_{00}-1=\frac{2t^2}{t^2+t'^2}-1=\frac{t^2-t'^2}{t^2+t'^2}.$$
Because $(t^2-t'^2)^2+4t^2t'^2=(t^2+t'^2)^2$, the probabilities add to one: $R+T=1$ with $R=r^2$.

### 3. Strong and weak bonds

$R$ vanishes only if $t'^2=t^2$. Any other strength reflects, whether the bond is weaker or stronger than its neighbours. Dividing numerator and denominator of $T$ by $t^2t'^2$ gives
$$T=\frac{4}{(t'/t+t/t')^2},$$
which is unchanged when $t'/t$ is replaced by $t/t'$. Doubling the bond and halving it therefore give the same transmission. What counts at the band centre is how well the bond matches the rest of the chain. In the two limits, $T\approx4t'^2/t^2$ for $|t'|\ll t$ and $T\approx4t^2/t'^2$ for $|t'|\gg t$.

The sign of $r$ tells the cases apart. It is positive for a weak bond, so the incident and reflected waves add on site 0. It is negative for a strong bond, so they partly cancel there. This sign belongs to amplitudes referred to site 0 at $E=0$. On site $-1$ the density is $(1-r)^2$ and the pattern is reversed, and away from the band centre $r$ is complex. The quantity that does not depend on the convention is the density on site 0.

The levels of the isolated pair show why both extremes block the electron. The pair has a symmetric state at energy $-t'$ and an antisymmetric state at $+t'$. Both leads add the same $\Sigma$, one on each site, so these states remain eigenvectors of the device matrix. The product of a state's amplitudes on the two sites is $+\tfrac12$ for the symmetric state and $-\tfrac12$ for the antisymmetric one. Hence
$$G_{10}=\frac{1/2}{A+t'}-\frac{1/2}{A-t'} .$$
Setting $A=it$ and making the denominators real,
$$G_{10}=\frac{t'-it}{2(t^2+t'^2)}+\frac{t'+it}{2(t^2+t'^2)} .$$
The imaginary parts cancel and the real parts add. Take $t'>0$. For $t'\ll t$ each contribution is almost purely imaginary, so the two paths nearly cancel. For $t'\gg t$ the contributions are nearly in phase, but each is only about $1/(2t')$, because the levels have moved far from the electron's energy.

### 4. Numbers

These are round model parameters, not those of a particular material. For the strong bond, with energies in eV,
$$T=\frac{4(1.5)^2(3.0)^2}{(1.5^2+3.0^2)^2}=\frac{81}{126.6}=0.64 .$$
For the weak bond,
$$T=\frac{4(1.5)^2(0.75)^2}{(1.5^2+0.75^2)^2}=\frac{5.06}{7.91}=0.64 .$$

| | $t'=0.75$ eV | $t'=3.0$ eV |
|---|---|---|
| $T$ | 0.64 | 0.64 |
| $r$ | $+0.60$ | $-0.60$ |
| density on site 0 | 2.56 | 0.16 |
| density on site 1 | 0.64 | 0.64 |
| symmetric part of $G_{10}$ (1/eV) | $0.133-0.267i$ | $0.133-0.067i$ |
| antisymmetric part of $G_{10}$ (1/eV) | $0.133+0.267i$ | $0.133+0.067i$ |

Densities are relative to that of the incident wave. On site 0 the density is $(1+r)^2$, that is $1.6^2=2.56$ or $0.4^2=0.16$.

At zero temperature and small voltage, with the Fermi energy at the band centre and two spin directions, the conductance is $(2e^2/h)T$, or $T/\pi$ in atomic units. Either bond lowers it from 77.5 to 49.6 microsiemens.

At the band centre a small mismatch does little (near the band edges this fails, as Variation 1 shows). With $E=0$ and $t'=t(1+\delta)$,
$$R=\left(\frac{2\delta+\delta^2}{2+2\delta+\delta^2}\right)^2\approx\delta^2\qquad(|\delta|\ll1).$$
A bond 1 percent too strong reflects about $10^{-4}$ of the electrons, and one 20 percent too strong ($t'=1.8$ eV) reflects 3 percent.

The numerical check also sends a wave packet through a finite chain. Its transmitted probability is 0.64 for both bonds in the table.

## Variation 1: other energies in the band

*How does $T$ change away from $E=0$?*

In general $A=E+te^{ik}=-2t\cos k+t\cos k+it\sin k=-te^{-ik}$, so $A^2=t^2e^{-2ik}$. The squared modulus of the denominator of $G_{10}$ is
$$|A^2-t'^2|^2=t^4+t'^4-2t^2t'^2\cos2k .$$
With $\cos2k=1-2\sin^2k$ and $v=2t\sin k$, this becomes $(t^2-t'^2)^2+t'^2v^2$. Hence
$$T(E)=\frac{t'^2v^2}{(t^2-t'^2)^2+t'^2v^2},\qquad v^2=4t^2-E^2 .$$

For a mismatched bond, $T$ increases with $v^2$. It is largest at the band centre, where the electron is fastest, and falls to zero at the band edges. A bond with $|t'|=t$ transmits fully throughout the band.

For $t'=3.0$ eV and $E=1.5$ eV, $v^2=9-2.25=6.75$ eV², so
$$T=\frac{9\times6.75}{45.56+9\times6.75}=0.57 .$$
At $E=2.7$ eV, close to the band edge at 3.0 eV, $T$ is only 0.25.

## Variation 2: shifted site energies

*Suppose that sites 0 and 1 also have their energies shifted by $\varepsilon$. Does a stronger bond still reflect at $E=0$?*

The shift replaces $A=it$ by $it-\varepsilon$. Then
$$(it-\varepsilon)^2-t'^2=-(t^2+t'^2-\varepsilon^2)-2it\varepsilon ,$$
and its squared modulus is
$$D=(t^2+t'^2-\varepsilon^2)^2+4t^2\varepsilon^2 .$$
To compare $D$ with the numerator $4t^2t'^2$, use a difference of squares:
$$(t^2+t'^2-\varepsilon^2)^2-(t^2-t'^2+\varepsilon^2)^2=(2t^2)(2t'^2-2\varepsilon^2)=4t^2t'^2-4t^2\varepsilon^2 .$$
Therefore $D=4t^2t'^2+(t^2+\varepsilon^2-t'^2)^2$, and
$$T=\frac{4t^2t'^2}{4t^2t'^2+(t^2+\varepsilon^2-t'^2)^2}.$$

At $E=0$ transmission is now perfect at $t'^2=t^2+\varepsilon^2$, which is a stronger bond than the others. This needs equal shifts on the two sites: with a shift of 1.5 eV on one site only and $t=1.5$ eV, no bond strength gives more than $T=0.83$. At other energies the matched value of $t'$ is different. For $t=\varepsilon=1.5$ eV the matched value is $t'=2.12$ eV. Strengthening the bond from 1.5 to 2.12 eV then raises $T$ from 0.80 to 1. Without the shift, the same change lowers $T$ from 1 to 0.89. The conclusion of part 3 thus depends on sites 0 and 1 having the same site energy as the rest of the chain. If a change in a bond also shifts the energies of its two atoms, both changes must enter the calculation.

## Values computed for the example and the checks

```
chain hopping t = 1.50 eV, spacing = 2.50 angstrom
band edges = -3.00 and 3.00 eV
lead g(E=0): imaginary part = -0.6667 1/eV
lead Sigma(E=0): imaginary part = -1.5000 eV
broadening Gamma(E=0) = 3.0000 eV
conductance quantum 2e^2/h = 77.481 microsiemens
packet width (standard deviation) = 100.0 angstrom
bond t' = 0.75 eV, ratio t'/t = 0.50
  T = 0.6400, R = 0.3600, r = 0.6000
  wave-packet transmitted probability = 0.6400
  density / incident: site 0 = 2.5600, site 1 = 0.6400
  G10 = 0.2667 1/eV
  lower-level part = 0.1333 -0.2667i 1/eV
  upper-level part = 0.1333 +0.2667i 1/eV
  conductance = 49.59 microsiemens
bond t' = 1.50 eV, ratio t'/t = 1.00
  T = 1.0000, R = 0.0000, r = 0.0000
  wave-packet transmitted probability = 1.0000
  density / incident: site 0 = 1.0000, site 1 = 1.0000
  G10 = 0.3333 1/eV
  lower-level part = 0.1667 -0.1667i 1/eV
  upper-level part = 0.1667 +0.1667i 1/eV
  conductance = 77.48 microsiemens
bond t' = 1.80 eV, ratio t'/t = 1.20
  T = 0.9675, R = 0.0325, r = -0.1803
  wave-packet transmitted probability = 0.9675
  density / incident: site 0 = 0.6719, site 1 = 0.9675
  G10 = 0.3279 1/eV
  lower-level part = 0.1639 -0.1366i 1/eV
  upper-level part = 0.1639 +0.1366i 1/eV
  conductance = 74.96 microsiemens
bond t' = 3.00 eV, ratio t'/t = 2.00
  T = 0.6400, R = 0.3600, r = -0.6000
  wave-packet transmitted probability = 0.6400
  density / incident: site 0 = 0.1600, site 1 = 0.6400
  G10 = 0.2667 1/eV
  lower-level part = 0.1333 -0.0667i 1/eV
  upper-level part = 0.1333 +0.0667i 1/eV
  conductance = 49.59 microsiemens
t' = 3.00 eV, E = 1.50 eV: T = 0.5714
t' = 3.00 eV, E = 2.70 eV: T = 0.2525
bond 1 percent stronger: R = 9.900e-05
matched bond for site shift 1.50 eV: t' = 2.1213 eV
  T with shifted sites = 1.0000
  T of same bond, unshifted = 0.8889
  T of unaltered bond, shifted = 0.8000
```
